\section*{Lloyd Model: Averaged Green Function for Cauchy Site Disorder}

\section{What fails without the result}

Suppose the Green function of a disordered oxide is expanded in the random site energies and averaged term by term. With $g=(z-H_0)^{-1}$ for the clean system and $V$ for the random site energies,
\begin{equation}
G=g+gVg+gVgVg+\dots
\end{equation}
The third term contains the mean square site energy. For a Cauchy distribution of half-width $\gamma$ the density falls as $\gamma/(\pi\varepsilon^2)$, so
\begin{equation}
\int_{-R}^{R}\varepsilon^2p(\varepsilon)\,d\varepsilon\simeq\frac{2\gamma R}{\pi}\to\infty .
\end{equation}
The second-order self-energy is infinite, and a cutoff $R$ only makes the answer depend on $R$. Yet $G$ itself is bounded when $z$ is off the real axis, so its average exists. It has to be found without the expansion.

\section{Model and statement}

In units with $\hbar=1$, let
\begin{equation}
H=H_0+\sum_n\varepsilon_n|n\rangle\langle n|,\qquad
p(\varepsilon)=\frac{\gamma}{\pi}\,\frac{1}{(\varepsilon-e_0)^2+\gamma^2},\quad\gamma>0 .
\end{equation}
The $\varepsilon_n$ are independent, each with density $p$. The operator $H_0$ is self-adjoint, bounded and not random; it need not be periodic. The width $\gamma$ is the half-width at half maximum. For $\operatorname{Im}z>0$ the retarded Green function is $G(z)=(z-H)^{-1}$, and the claim is
\begin{equation}
\boxed{\;\langle G(z)\rangle=(z-e_0+i\gamma-H_0)^{-1}\;}
\label{main}
\end{equation}
The clean function, with every site energy equal to $e_0$, is $(z-e_0-H_0)^{-1}$. Averaging therefore replaces $z$ by $z+i\gamma$. Equivalently, the self-energy is $e_0-i\gamma$, independent of energy and wave vector.

\section{A bound for complex site energies}

The proof moves site energies into the lower half of the complex plane. First let finitely many sites be random and set the others to $e_0$. Suppose $\operatorname{Im}\varepsilon_n\le0$ for all $n$. For a unit vector $\psi$ with components $\psi_n$, the self-adjoint $H_0$ contributes no imaginary part, so
\begin{equation}
\operatorname{Im}\langle\psi|(z-H)\psi\rangle
=\operatorname{Im}z-\sum_n\operatorname{Im}\varepsilon_n\,|\psi_n|^2\ \ge\ \operatorname{Im}z .
\end{equation}
By the Cauchy--Schwarz inequality $\|(z-H)\psi\|\ge\operatorname{Im}z$. The adjoint $(z-H)^\dagger$ obeys the same inequality, since its expectation value is the complex conjugate. The first inequality makes $z-H$ one-to-one with closed range; the second makes that range dense. Hence the inverse exists and
\begin{equation}
\|G\|\le\frac{1}{\operatorname{Im}z}.
\label{bound}
\end{equation}

Now change one energy from $\varepsilon_n$ to $\varepsilon_n'$. From $A^{-1}-B^{-1}=A^{-1}(B-A)B^{-1}$,
\begin{equation}
G(\varepsilon_n')-G(\varepsilon_n)=(\varepsilon_n'-\varepsilon_n)\,G(\varepsilon_n')|n\rangle\langle n|G(\varepsilon_n).
\label{change}
\end{equation}
Because $G$ is bounded, it is continuous in $\varepsilon_n$. Dividing by $\varepsilon_n'-\varepsilon_n$ and taking the limit gives $\partial G/\partial\varepsilon_n=G|n\rangle\langle n|G$. Thus every matrix element of $G$ is analytic in the open lower half-plane of $\varepsilon_n$, and continuous and bounded up to the real axis.

\section{The average over one site}

Let $f(\varepsilon)$ be such a matrix element, regarded as a function of one site energy. Factor the density:
\begin{equation}
p(\varepsilon)=\frac{\gamma}{\pi}\,\frac{1}{(\varepsilon-e_0-i\gamma)(\varepsilon-e_0+i\gamma)} .
\end{equation}
Integrate $pf$ from $e_0-R$ to $e_0+R$ and return along the lower semicircle centred at $e_0$. On the arc, for $R>\gamma$, $|p|\le\gamma/[\pi(R^2-\gamma^2)]$. The arc has length $\pi R$, so its contribution is at most
\begin{equation}
\pi R\cdot\frac{\gamma}{\pi(R^2-\gamma^2)}\cdot\frac{1}{\operatorname{Im}z}\ \to\ 0\qquad(R\to\infty).
\end{equation}
The only pole inside is at $\varepsilon=e_0-i\gamma$. There the other factor is $\varepsilon-e_0-i\gamma=-2i\gamma$, and the contour runs clockwise, which gives $-2\pi i$ times the residue:
\begin{equation}
\int_{-\infty}^{\infty}p(\varepsilon)f(\varepsilon)\,d\varepsilon
=-2\pi i\cdot\frac{\gamma}{\pi}\cdot\frac{f(e_0-i\gamma)}{-2i\gamma}
=f(e_0-i\gamma).
\label{one}
\end{equation}
Closing above would be less useful. Let $G^{(0)}$ be $G$ with $\varepsilon_n=0$. The $nn$ element of (\ref{change}) gives $G_{nn}=G^{(0)}_{nn}/(1-\varepsilon_nG^{(0)}_{nn})$. As a function of $\varepsilon_n$, $G$ has a single pole, at $1/G^{(0)}_{nn}$. It lies in the upper half-plane, at a place that in general depends on the other site energies.

\section{All sites}

Label the random sites $1,\dots,N$. The joint density is a product of integrable factors and $G$ obeys (\ref{bound}), so Fubini's theorem allows the integrals to be done one after another. The first replaces $\varepsilon_1$ by $e_0-i\gamma$. This number has negative imaginary part, so the hypothesis of the bound still holds, and (\ref{one}) applies to $\varepsilon_2$. After $N$ integrations every random energy has become $e_0-i\gamma$. If all sites are random,
\begin{equation}
\langle G\rangle=\bigl[z-H_0-(e_0-i\gamma)\bigr]^{-1},
\end{equation}
which is (\ref{main}).

\subsection*{Infinite lattice}

On an infinite lattice the site energies are unbounded, so a limit is needed. Let $V$ be the full random potential and $V_L$ the one with $\varepsilon_n$ replaced by $e_0$ outside a finite region $L$; let $G_L$ belong to $H_L=H_0+V_L$. For a vector $\phi$ supported on finitely many sites, set $\psi=(z-H)\phi$. Then
\begin{equation}
(G_L-G)\psi=G_L\bigl[(z-H)-(z-H_L)\bigr]\phi=G_L(V_L-V)\phi,
\end{equation}
which vanishes once $L$ contains the support of $\phi$. Finite-support vectors are a core for the diagonal operator $V$, and hence for $H$, since $H_0$ is bounded. The vectors $\psi$ are therefore dense, and with (\ref{bound}) $G_L\psi\to G\psi$ for every $\psi$. Matrix elements are bounded by $1/\operatorname{Im}z$, so dominated convergence carries the limit through the average.

On the averaged side let $P_L$ project on $L$, let $\bar G_L=(z-e_0-H_0+i\gamma P_L)^{-1}$, and let $\bar G$ be the right side of (\ref{main}). Then
\begin{equation}
(\bar G_L-\bar G)\psi=i\gamma\,\bar G_L(1-P_L)\bar G\psi ,
\end{equation}
with norm at most $(\gamma/\operatorname{Im}z)\,\|(1-P_L)\bar G\psi\|\to0$. This proves (\ref{main}) for the infinite lattice.

\subsection*{Real energies and the advanced function}

Since $\gamma>0$, the right side of (\ref{main}) is continuous as $\operatorname{Im}z\to0^+$. The average is taken first and the limit second. The advanced function is $G(z^*)=G(z)^\dagger$, so its average is $(z^*-e_0-i\gamma-H_0)^{-1}$: the shift changes sign.

\section{What the shift means}

For a periodic $H_0$ with band energies $E_{\mathbf k}$,
\begin{equation}
\langle G(\mathbf k,E)\rangle=\frac{1}{E-e_0-E_{\mathbf k}+i\gamma}.
\end{equation}
The spectral function $-\operatorname{Im}\langle G\rangle/\pi$ is a Lorentzian of full width $2\gamma$. In time, $G(z)=-i\int_0^\infty e^{izt}e^{-iHt}dt$, and the right side of (\ref{main}) has the same form with $e^{-i(H_0+e_0)t-\gamma t}$ in the integrand. Uniqueness of the Laplace transform gives, with $\hbar$ restored,
\begin{equation}
\langle e^{-iHt/\hbar}\rangle=e^{-i(H_0+e_0)t/\hbar}\,e^{-\gamma t/\hbar},\qquad t>0 .
\end{equation}
The squared averaged amplitude decays with time constant $\hbar/(2\gamma)$. No particle is lost, since the evolution is unitary in each realization. In general the realizations differ both in the phase of the amplitude and in how it is spread over the states, and the average does not separate the two. The case $H_0=0$ shows both readings. The amplitude to stay on a site is $e^{-i\varepsilon_nt/\hbar}$, of unit modulus, and its average decays by phase differences alone. The amplitude to stay in a Bloch state is the mean of these factors over all sites. In a large crystal it decays within a single realization, because the disorder scatters the particle into other wave vectors.

If $\rho_0$ is the clean density of states per site of $H_0$, the averaged one is
\begin{equation}
\bar\rho(E)=\int\rho_0(E')\,\frac{\gamma/\pi}{(E-e_0-E')^2+\gamma^2}\,dE' .
\label{dos}
\end{equation}
For $\gamma\to0$ the clean density returns. For $H_0=0$ it reduces to $p(E)$, as it must for isolated sites. For any $\gamma>0$ it is positive at every energy, so no sharp band edge survives in this model.

Integrating (\ref{dos}) up to an energy $E$ below the shifted band gives the number of states per site there. With $u=e_0+E'-E>0$ the Lorentzian integrates to $\tfrac12-\tfrac1\pi\arctan(u/\gamma)=\tfrac1\pi\arctan(\gamma/u)$, hence
\begin{equation}
\bar N(E)=\int\rho_0(E')\,\frac1\pi\arctan\frac{\gamma}{e_0+E'-E}\,dE' .
\label{ids}
\end{equation}

\section{Where the substitution stops working}

A product of two retarded functions is again bounded and analytic in the lower half-plane of each $\varepsilon_n$, so the same replacement holds. The product $GG^\dagger$ is different: continued from real site energies, $G^\dagger$ is analytic in the upper half-plane, and the product has singularities on both sides. For real site energies,
\begin{equation}
G-G^\dagger=G\bigl[(z^*-H)-(z-H)\bigr]G^\dagger=-2i\operatorname{Im}z\;GG^\dagger ,
\end{equation}
and a diagonal element, averaged, reads
\begin{equation}
\langle(GG^\dagger)_{00}\rangle=-\frac{\operatorname{Im}\langle G_{00}\rangle}{\operatorname{Im}z}.
\end{equation}
Inserting $\bar G$ for $G$ would put $\operatorname{Im}z+\gamma$ in the denominator. A conductivity involves such retarded--advanced products, so (\ref{main}) alone does not supply it.

A three-site case shows the sizes. In dimensionless units take
\begin{equation}
H_0=\begin{pmatrix}0.10&0.35&0.15i\\0.35&-0.20&0.30\\-0.15i&0.30&0.05\end{pmatrix},
\end{equation}
with $z=0.2+0.6i$, $e_0=0.1$ and $\gamma=0.7$. Direct quadrature over the three energies gives $\langle G_{00}\rangle=-0.00965-0.71318i$, and (\ref{main}) gives the same digits; the largest absolute difference over all matrix elements is $1\times10^{-14}$. The average of $(GG^\dagger)_{00}$ is $0.7132/0.6=1.189$, whereas substitution gives $0.7132/1.3=0.549$.

Independence is sufficient but not necessary. If all sites share one Cauchy energy, a single use of the contour argument gives the same result. If the deviations from $e_0$ are $x,-x,x$, moving $x$ downward moves the middle site energy upward, and the bound is lost. In the three-site case the largest matrix-element error of (\ref{main}) is then $0.16$. For independent Gaussian energies of the same half-width it is $0.28$.

\section{An oxide-like conduction band}

Take one orbital per site on a simple cubic lattice of spacing $a=0.35$ nm, with
\begin{equation}
E_{\mathbf k}=2t\sum_{j=x,y,z}(1-\cos k_ja),\qquad e_0=0 .
\end{equation}
Energies are measured from the clean band edge. Near it $E_{\mathbf k}\simeq ta^2k^2$, which must equal $\hbar^2k^2/(2m)$. With $m$ equal to the electron mass,
\begin{equation}
t=\frac{\hbar^2}{2ma^2}=\frac{0.0381\ \text{eV nm}^2}{0.1225\ \text{nm}^2}=0.311\ \text{eV},
\end{equation}
and the clean bandwidth is $12t=3.73$ eV. Let $\gamma=0.20$ eV.

The spectral width is $2\gamma=0.40$ eV, and the squared averaged amplitude decays in $\hbar/(2\gamma)=0.658/0.40=1.6$ fs. At the band edge, where the clean density of states is zero, (\ref{dos}) gives $0.050$ states per eV and site for one spin. Multiplied by $a^{-3}=2.33\times10^{22}$ cm$^{-3}$, this is $1.2\times10^{21}$ eV$^{-1}$cm$^{-3}$.

For spatial decay along a cube axis, set the transverse wave vector to zero. The averaged amplitude varies as $e^{iqn}$ with layer number $n$, where $2t(1-\cos q)=E+i\gamma$ and $\operatorname{Im}q>0$. At $E=0.5$ eV,
\begin{equation}
\cos q=1-\frac{0.5+0.2i}{0.622}=0.196-0.322i,\qquad q=1.383+0.322i .
\end{equation}
The amplitude decay length is $a/\operatorname{Im}q=0.35/0.322=1.09$ nm, about three layers. It describes the averaged amplitude and is not by itself a transport mean free path.

On periodic lattices of $6\times6\times6$ sites, 400 random samples were diagonalized. At $z=0.6+0.05i$ eV the sampled $\operatorname{Im}G$ per site is $-0.521\pm0.003$ eV$^{-1}$ (one standard error). The formula for the same lattice gives $-0.521$ eV$^{-1}$. The clean $6\times6\times6$ lattice gives $-1.010$ eV$^{-1}$, mostly because one of its degenerate levels lies at $2t=0.622$ eV, close to $\operatorname{Re}z$. This large contrast is a finite-size effect: for the infinite crystal the averaged and clean values are $-0.500$ and $-0.482$ eV$^{-1}$.

\section{The deep tail}

At a depth $\Delta=1$ eV below the clean edge, (\ref{ids}) gives $\bar N=0.0241$ states per site and spin, or $5.6\times10^{20}$ cm$^{-3}$. Let $G_0(E)=\int\rho_0(E')/(E-E')\,dE'$ be the site-diagonal clean function. For $\gamma\ll\Delta$ the arctangent in (\ref{ids}) may be replaced by its argument:
\begin{equation}
\bar N(-\Delta)\simeq\frac{\gamma}{\pi}\int\frac{\rho_0(E')}{E'+\Delta}\,dE'=\frac{\gamma}{\pi}|G_0(-\Delta)| .
\end{equation}
Compare one deep site of energy $\varepsilon$ in an otherwise clean lattice. A bound state obeys $(E-H_0)\psi=\varepsilon\psi_0|0\rangle$. Applying $(E-H_0)^{-1}$ and taking the component on site 0 gives $1=\varepsilon G_0(E)$. Since $|G_0|$ decreases with depth, a state below $-\Delta$ requires $\varepsilon<1/G_0(-\Delta)$. Here $G_0=-0.379$ eV$^{-1}$, so the site energy must lie below $-2.64$ eV. The Cauchy probability for this is
\begin{equation}
\frac1\pi\arctan\bigl(\gamma|G_0(-\Delta)|\bigr)=\frac1\pi\arctan\frac{0.20}{2.64}=0.0241 .
\end{equation}
It agrees with $\bar N$ to first order in $\gamma$, and here within $0.1\%$ of $\bar N$. Single, very deep sites thus account for the tail count.

Such sites come from the slowly falling tail of the Cauchy law. For any distribution, $H_0\ge0$ implies $H\ge V$, and the min--max principle bounds the number of states below $-\Delta$ by the number of sites with $\varepsilon_n<-\Delta$. A Gaussian of equal half-width has $\sigma=\gamma/\sqrt{2\ln2}=0.170$ eV. Its tail then holds at most $2.0\times10^{-9}$ states per site, or $4.6\times10^{13}$ cm$^{-3}$. The Cauchy model exceeds this upper bound by a factor of about $10^7$.

\section{Beside a real gate oxide}

The spacing, mass and width are illustrative inputs, chosen with amorphous hafnium oxide in mind. Its conduction band has several metal $d$ orbitals, and its atoms form no lattice. The Cauchy tail cannot be taken literally: $1.1\%$ of sites are lowered by more than a rough gap of $5.8$ eV, where a one-band model has no meaning. The deep-tail density above must not be read as a trap density. Two omitted effects have energy scales comparable with $\gamma$, although the numbers below are a level shift and an rms hopping, not spectral widths. With rough permittivities $4.5$ and $20$ and a phonon energy of $0.07$ eV, the Fr\"ohlich coupling is $2.4$ and the lowest-order polaron shift is $0.17$ eV downward. A $4\%$ spread in bond length, with hopping varying as the inverse fifth power of length, gives, to first order in the spread and for independent bonds, an rms hopping disorder over six bonds of $\sqrt6\times0.20\times0.311=0.15$ eV. The thermal energy at 398 K is smaller, $0.034$ eV. A field of 1 MV/cm drops $0.11$ eV over the decay length and $0.5$ eV across a 5 nm film. In the continuum estimate with hard walls, confinement in such a film costs about $0.015$ eV at zero field; in the field of 1 MV/cm the lowest level lies about $0.17$ eV above the band bottom at the low-energy wall, again comparable with $\gamma$. Halving the mass at fixed $a$, $\gamma$ and $E$ lengthens the decay length from $1.1$ to $1.8$ nm. The widths and lengths found here belong to the Cauchy law and should not be used as estimates for such a film. Strongly shifted sites of that law matter inside the band as well as in the tail. In the coherent-potential approximation at $E=0.5$ eV, discarding all shifts larger than $1$ eV in magnitude ($13\%$ of the sites) and renormalizing the law lowers the spectral half-width from $0.20$ to about $0.07$ eV; capping those shifts at $\pm1$ eV instead leaves it at about $0.19$ eV. For Gaussian site energies of equal half-width, the same approximation gives a spectral half-width of about $0.013$ eV instead of $0.20$ eV, and a decay length of about $16$ nm instead of $1.1$ nm.

In the numerical output below, the two ``region radius'' lines belong to no random lattice: they test the limit $\bar G_L\to\bar G$ on a non-random chain of 401 sites with the same $t$ and $\gamma$, at mid-band with $\operatorname{Im}z=0.05$ eV, where $i\gamma$ is inserted only within the stated radius of the centre and the error is the absolute difference of the central element from that of the fully shifted infinite chain.

\section*{Numbers as computed}
\begin{verbatim}
THREE-SITE TEST (dimensionless)
z = (0.2+0.6j), e0 = 0.1, gamma = 0.7
averaged G_00 by quadrature: -0.00965356-0.71318339j
shifted clean G_00:          -0.00965356-0.71318339j
largest matrix-element error: 1.0e-14
(G Gdagger)_00 averaged: 1.18864; substituted: 0.54860
error, one common Cauchy energy: 2.7e-15
error, alternating-sign energies: 0.1579
error, Gaussian of equal half-width: 0.2768
RANDOM CUBIC LATTICES
sites: 216; samples: 400; z = (0.6+0.05j) eV
Im G per site, sampled: -0.5206 +/- 0.0025 1/eV
Im G per site, formula: -0.5206 1/eV; clean: -1.0097 1/eV
states below -1 eV, sampled: 0.02473 +/- 0.00051 per site
states below -1 eV, formula: 0.02409 per site
region radius 5 sites, error in G: 6.1e-03 1/eV
region radius 40 sites, error in G: 7.8e-15 1/eV
OXIDE-LIKE EXAMPLE (one spin)
spacing: 0.35 nm; mass: 1.0 m_e; gamma: 0.20 eV
hopping t: 0.3110 eV; clean bandwidth 12t: 3.732 eV
site density: 2.332e+22 cm^-3
spectral full width 2 gamma: 0.40 eV
decay time of squared averaged amplitude: 1.646 fs
averaged DOS at -1.0 eV: 0.01004 states/(eV site)
averaged DOS at +0.0 eV: 0.05016 states/(eV site)
averaged DOS at +1.0 eV: 0.25854 states/(eV site)
averaged DOS at edge: 1.170e+21 states/(eV cm^3)
phase per layer at +0.5 eV: 1.3832 + 0.3217 i
amplitude decay length at +0.5 eV: 1.088 nm
DEEP TAIL, 1 eV BELOW EDGE
clean G0 at -1 eV: -0.37941 1/eV
site energy binding a state there: -2.636 eV
tail states, exact average: 0.02409 per site
tail states, single-site estimate: 0.02411 per site
tail states, exact average: 5.62e+20 cm^-3
Gaussian sigma of equal half-width: 0.1699 eV
Gaussian upper bound: 1.97e-09 per site
Gaussian upper bound: 4.58e+13 cm^-3
NEGLECTED EFFECTS (rough inputs)
permittivities: 4.5, 20.0; phonon energy: 0.07 eV
Frohlich coupling: 2.40; weak-coupling shift: 0.168 eV
bond spread: 4 %; hopping power law: -5
rms hopping disorder over six bonds: 0.152 eV
thermal energy at 398 K: 0.0343 eV
field: 1.0 MV/cm; film: 5.0 nm
field drop over decay length: 0.109 eV
field drop over film: 0.50 eV
film confinement energy: 0.0150 eV
decay length for mass 0.5 m_e: 1.775 nm
sites more than the 5.8 eV gap below centre: 1.10 %
\end{verbatim}
